Baseline of the reduced pair distribution function for a thin slab

Take a slab of randomly packed atoms, 3 nm thick, with about 82 atoms per nm³. Compute its structure factor S(Q), averaged over all orientations, and discard the part below Q = 5 nm⁻¹ before transforming to distance. At r = 2 nm this omission subtracts 1372 nm⁻² from the pair function. The familiar bulk expression 4πρ₀r would give about 2060 nm⁻². At r = 4 nm the subtracted amount is 1545 nm⁻², only 13% more than at 2 nm, whereas the bulk expression has doubled. Apart from small corrections, the amount subtracted is fixed by the thickness and the mean density of the slab, and it can be derived in closed form.

**Pair function and structure factor**

Let N atoms sit at positions **r**ᵢ, with mutual distances rᵢⱼ. For one kind of scatterer the orientation-averaged structure factor is

S(Q) = (1/N) ⟨|Σᵢ exp(i**Q**·**r**ᵢ)|²⟩ = 1 + (1/N) Σ_{i≠j} sin(Qrᵢⱼ)/(Qrᵢⱼ). (1)

The terms i = j give the 1. In the others, the average of exp(iQrμ) over directions, with μ the cosine between **Q** and **r**, is ½∫₋₁¹ exp(iQrμ) dμ = sin(Qr)/(Qr). Define

R(r) = (1/N) Σ_{i≠j} δ(r − rᵢⱼ), (2)

so that R(r)dr is the mean number of neighbours between r and r + dr. Then (1) becomes

Q[S(Q) − 1] = ∫₀^∞ [R(r)/r] sin(Qr) dr. (3)

For positive r and r′, ∫₀^∞ sin(Qr) sin(Qr′) dQ = (π/2)δ(r − r′), and therefore

(2/π) ∫₀^∞ Q[S(Q) − 1] sin(Qr) dQ = R(r)/r. (4)

The complete transform contains no negative baseline. A baseline arises because the scattering from the outer shape of the body, concentrated at small Q, is left out.

**Pairs in a finite body**

Assume that the body has uniform mean density ρ₀ up to its surface and that its internal structure is homogeneous and isotropic, with bulk pair function g(r). An atom at **x** then sees the mean neighbour density ρ₀g(r) at **x** + **r**, provided that this point also lies in the body. The fraction of positions **x** for which it does is the volume shared by the body and its copy displaced by **r**, divided by the volume of the body. Call the average of this fraction over the directions of **r** γ₀(r). Summing over a spherical shell gives

R(r) = 4πr²ρ₀ γ₀(r) g(r). (5)

Now let the body be a flat slab of thickness t, with lateral dimensions much larger than both t and r. A displacement at angle θ to the normal shifts the slab by r|cos θ| along the normal. With μ = |cos θ|, the overlap fraction is 1 − rμ/t while this is positive, and zero otherwise. For random directions μ is uniform between 0 and 1.

If r ≤ t, all directions contribute:

γ₀(r) = ∫₀¹ (1 − rμ/t) dμ = 1 − r/(2t). (6)

If r ≥ t, the overlap vanishes for μ > t/r, so the integral stops there:

γ₀(r) = ∫₀^{t/r} (1 − rμ/t) dμ = t/r − (r/2t)(t/r)² = t/(2r). (7)

At r = t both branches have the value ½ and the slope −1/(2t), so they join smoothly.

Two limits show what the formulas mean. For t → ∞ at fixed r, γ₀ → 1 and the bulk is recovered. For r > t and g = 1, (5) and (7) give R = 2πr(ρ₀t), the circumference of a circle times the number of atoms per unit area. At such distances the slab counts neighbours as a two-dimensional sheet does.

**What the omission of the shape scattering subtracts**

Write g = 1 + (g − 1) in (5) and insert it in (3). The structure factor splits into S = S_sa + S_d, with

Q S_sa(Q) = ∫₀^∞ 4πrρ₀γ₀(r) sin(Qr) dr, (8)

Q[S_d(Q) − 1] = ∫₀^∞ 4πrρ₀γ₀(r)[g(r) − 1] sin(Qr) dr. (9)

For the infinitely wide slab the integrand of (8) does not decay; the integral is understood with a factor exp(−εr), ε → 0. The first part is the scattering of a structureless slab. The second comes from atomic order, and because g − 1 has a short range in an amorphous solid, it varies slowly at small Q.

The reduced pair distribution function G(r) is the sine transform of Q[S_d − 1], that is, of the data without the shape scattering. From (4) and (8),

G(r) = R(r)/r − 4πρ₀r γ₀(r) = 4πρ₀r γ₀(r)[g(r) − 1]. (10)

The baseline is therefore

B(r) = −4πρ₀r(1 − r/2t) for r ≤ t, (11a)

B(r) = −2πρ₀t for r ≥ t. (11b)

G itself lies on this curve where g = 0, below the shortest interatomic distance. At larger r, B is the reference that has been subtracted, and G oscillates about zero with its bulk amplitude reduced by γ₀.

**The same result from the form factor**

The shape scattering can also be found directly in Q space, which provides an independent derivation. For a uniform slab of area A, N = ρ₀At. The squared amplitude is ρ₀² times a lateral and a normal factor. The lateral factor tends to A(2π)²δ²(**Q**∥) for large A. The normal factor is |∫ exp(iQ_z z) dz|² over −t/2 < z < t/2, which equals 4 sin²(Q_z t/2)/Q_z². Dividing by N leaves

(ρ₀/t)(2π)² δ²(**Q**∥) · 4 sin²(Q_z t/2)/Q_z². (12)

All the intensity lies along the film normal. On the sphere of radius Q, the solid angle near either pole is d²Q∥/Q². The two poles, divided by the full solid angle 4π, give a factor 2/(4πQ²) = 1/(2πQ²). Hence

S_sa(Q) = 8πρ₀ sin²(Qt/2)/(tQ⁴) = 4πρ₀(1 − cos Qt)/(tQ⁴). (13)

Its transform back to distance is

J(r) = (2/π)∫₀^∞ Q S_sa sin(Qr) dQ = (8ρ₀/t) ∫₀^∞ (1 − cos Qt) sin(Qr)/Q³ dQ. (14)

Differentiate twice with respect to r, use cos(Qt) sin(Qr) = ½[sin Q(r + t) + sin Q(r − t)], and recall that ∫₀^∞ sin(Qa)/Q dQ = (π/2) sgn(a):

J″(r) = −(8ρ₀/t)[π/2 − π/4 − (π/4) sgn(r − t)]. (15)

This is −4πρ₀/t for r < t and zero for r > t. The starting values are J(0) = 0 and J′(0) = (8ρ₀/t)∫₀^∞ (1 − cos Qt)/Q² dQ = (8ρ₀/t)(πt/2) = 4πρ₀. Integrating from r = 0 gives J = 4πρ₀(r − r²/2t) up to r = t. There J′ = 0, and J stays at 2πρ₀t. Thus J = −B, in agreement with (11).

**Several elements**

Let atom i scatter with a constant weight bᵢ, and divide the pair sum in (1) by ⟨b⟩² as well as by N. With atomic fractions c_α, the pairs of elements α and β carry the weight c_αc_βb_αb_β/⟨b⟩². The sum of these weights is

Σ_αβ c_αc_βb_αb_β/⟨b⟩² = (Σ_α c_αb_α)²/⟨b⟩² = 1. (16)

If the composition is uniform through the slab, each partial pair function has the same γ₀, and the baseline (11) is unchanged, with ρ₀ the total number density. X-ray form factors depend on Q, so for them constant weights are an approximation.

**Example: a 3 nm layer of amorphous InGaZnO₄**

The mass density is taken as 6.1 g/cm³, a rough value. All baselines below are proportional to it, and their further digits serve only to compare the formulas with one another. One formula unit has 7 atoms and a mass of 313.92 u, with 1 u = 1.6605 × 10⁻²⁴ g. Since 6.1 g/cm³ is 6.1 × 10⁻²¹ g/nm³,

ρ₀ = 7 × 6.1 × 10⁻²¹/(313.92 × 1.6605 × 10⁻²⁴) ≈ 81.9 nm⁻³.

At r = 1 nm the bulk line is −4πρ₀r = −1029 nm⁻². The slab factor is 1 − 1/6 = 0.833, so the baseline is −858 nm⁻², or −8.58 Å⁻². At 2 nm the factor is 0.667 and the baseline −1373 nm⁻². From 3 nm onward it stays at −1544 nm⁻², or −15.4 Å⁻².

These numbers matter when G is computed from the atomic coordinates of a slab model. If the bulk line is subtracted from R/r instead of (11), the result differs from G by

−4πρ₀r(1 − γ₀) = −2πρ₀r²/t for r ≤ t. (17)

In the example this false drift is −172 nm⁻² at 1 nm and −686 nm⁻² at 2 nm. It bends downward as a parabola and has nothing to do with atomic order. A true effect of thickness remains after the correct subtraction: at 1 nm the features of G have 83% of their bulk height.

The geometry was tested on explicit atoms. A random packing in which no two atoms are closer than 0.16 nm was generated at the density of the film, and a slab of 24,588 atoms was cut from it, periodic sideways with a period of 10 nm. The packing does not reproduce the chemical bonding of the oxide and makes no prediction of its g(r). In the shell from 2.0 to 2.2 nm, the neighbour count divided by the bulk count was 0.6495, and γ₀ averaged over the shell is also 0.6495. For all shells between 0.6 and 5 nm the relative deviation was at most 0.3%. With atomic numbers as weights and the elements placed at random in the proportions of InGaZnO₄, it was at most 0.5%.

**A finite lower limit in Q**

A measurement separates the two parts of S by starting the transform at some Q_min. This must lie above the main shape scattering and below the first diffraction peak. Here Q_min = 5 nm⁻¹, compared with 2π/t = 2.1 nm⁻¹. With no upper cut, the transform from Q_min gives

G_cut(r) = R(r)/r + B(r) + L(r) + D(r), (18)

L(r) = (2/π) ∫_{Q_min}^∞ Q S_sa sin(Qr) dQ, (19)

D(r) = (2/π) ∫₀^{Q_min} Q(1 − S_d) sin(Qr) dQ. (20)

L is shape scattering that leaks in above the cut; D is the effect of the diffuse scattering lost below it. Because 1 − cos Qt ≤ 2 and |sin Qr| ≤ 1, equation (13) gives

|L| ≤ (16ρ₀/t) ∫_{Q_min}^∞ dQ/Q³ = 8ρ₀/(tQ_min²). (21)

If 0 ≤ S_d ≤ 1 below the cut, then also

|D| ≤ (2/π) ∫₀^{Q_min} Q dQ = Q_min²/π. (22)

For the atomic slab with equal weights, the bounds are 8.7 and 8.0 nm⁻². With several elements, the pair sum divided by ⟨b⟩² allows S_d to fall below zero, down to about 1 − ⟨b²⟩/⟨b⟩². If S_d stays between this value and 1, the bound (22) is larger by the factor ⟨b²⟩/⟨b⟩²; for InGaZnO₄ with atomic numbers as weights it becomes 12.5 nm⁻². The change that the cut makes to R/r, B + L + D, was computed from the S(Q) of the atomic slab, with R/r continued beyond 5 nm at its constant value 2πρ₀t. Between 0.1 and 4.5 nm it departed from B by at most 8.6 nm⁻² (a value that changes by about 1 nm⁻² from one random packing to another), whereas it departed from the bulk line by up to about 3090 nm⁻². This accounts for the two numbers in the opening paragraph: 1372 and 1545 nm⁻² are the slab baseline, to within the small terms L and D.

At very small r these terms are no longer negligible. At r = 0.15 nm, inside the empty core, the bulk line is −154 nm⁻² and the slab baseline −151 nm⁻², but the cut transform of the atomic slab gives −144 nm⁻². The cut thus shifts the line by 6 to 7 nm⁻², more than the 4 nm⁻² due to the thickness, and in the same direction. Of this shift, L gives 3.6 nm⁻² and D about 2.9 nm⁻²; the rest is scatter of the finite sample. D depends on the diffuse scattering below the cut, S_d ≈ 0.2 in this test packing, and would differ in the real oxide. For this packing, a density read from this point with the bulk formula would be about 7% too low, and a thickness read from the short core line would be unreliable. The thickness correction grows as r² up to r = t and linearly beyond, so it becomes plain at larger r, where R(r) must be known.

**Where the model fails**

*Graded faces.* Let the mean density fall off at each face over a Gaussian width w ≪ t instead of abruptly, with the number of atoms per area kept at ρ₀t, and let pairs still follow the product of the local densities times g. The overlap along the normal, t − |s| for a shift s, is then smeared by a Gaussian variable x of variance 2w², because both copies are blurred. At s = 0 the loss is the mean of |x|, which is 2w/√π, so that

γ(0) = 1 − 2w/(√π t). (23)

For larger r, the smearing acts near the kink at s = 0, that is, for displacements almost parallel to the film. Averaging over x and −x, the loss at shift s is the mean of |x| − |s| where this is positive. Its integral over s > 0 is the mean of x²/2, which is w². Since s = rμ, the average over μ gives

γ(r) ≈ 1 − r/(2t) − w²/(rt), for r well above w and below t by several w. (24)

With w = 0.2 nm, (23) gives 0.925 at r = 0, a loss of 7.5%. At r = 1 nm, (24) gives 0.8333 − 0.0133 = 0.820, which is also the value found by direct numerical integration. Near r = 0 this is a larger change than the finite thickness itself makes.

*Finite flakes.* A lateral edge removes further pairs. For square flakes of side 1000 nm, γ₀ at r = 3 nm falls by 0.0017 from 0.5. The plateau (11b) persists while r is small compared with the lateral size.

*One fixed orientation.* Without the average over directions, the overlap fraction depends on the direction of **r**. At r = 1 nm it is 1 in the plane of the film and 0.667 along the normal, compared with the average 0.833. The shape scattering (12) then lies on a line along the normal and may not enter the measurement at all.

**Relation to real films**

The formula describes free-standing flakes in all orientations, so far apart that pairs between different flakes can be left out, or a slab model averaged in the same way. For a thickness of 30 nm the correction r/(2t) at 1 nm would be 1.7% instead of 17%. A film fixed to a substrate has a single orientation, so the average over directions cannot be taken for granted. At 1 nm and t = 3 nm, the direction-dependent overlap just given differs from the average by up to 20% of it either way. The substrate adds its own pairs and film–substrate pairs, and it changes the density contrast that produces the shape scattering; none of this is contained in (11). The numerical output below lists the values for the example.

Calculated quantities

```
thickness t = 3.0 nm
mass density (rough) = 6.1 g/cm^3
formula mass InGaZnO4 = 313.92 u
number density rho = 81.92 nm^-3
gamma, direct count vs formula: max difference = 8.4e-05
form factor transformed back: max relative error = 1.5e-07
test slab: 24588 atoms, density = 81.96 nm^-3, core = 0.16 nm
shell 1.0-1.2 nm: atoms/bulk count = 0.8155, gamma = 0.8157
shell 2.0-2.2 nm: atoms/bulk count = 0.6495, gamma = 0.6495
shell 2.8-3.0 nm: atoms/bulk count = 0.5163, gamma = 0.5163
shell 4.0-4.2 nm: atoms/bulk count = 0.3659, gamma = 0.3658
max relative deviation, r > 0.6 nm: plain 0.0028, weighted 0.0043
Qmin = 5.0 nm^-1; 2 pi/t = 2.09 nm^-1
r = 0.15 nm: subtracted by atoms' low-Q cut = -143.6, baseline = -150.6 nm^-2
r = 1.00 nm: subtracted by atoms' low-Q cut = -859.0, baseline = -858.3 nm^-2
r = 2.00 nm: subtracted by atoms' low-Q cut = -1371.7, baseline = -1373.3 nm^-2
r = 4.00 nm: subtracted by atoms' low-Q cut = -1544.6, baseline = -1544.9 nm^-2
max misfit 0.1-4.5 nm: slab baseline 8.6, bulk line 3089.5 nm^-2
bounds: leak 8.7, lost diffuse part 8.0 nm^-2
film r = 0.15 nm: gamma = 0.9750, bulk line = -154.4, baseline = -150.5 nm^-2 (-1.505 A^-2), false drift = -3.9 nm^-2
film r = 1.00 nm: gamma = 0.8333, bulk line = -1029.4, baseline = -857.8 nm^-2 (-8.578 A^-2), false drift = -171.6 nm^-2
film r = 2.00 nm: gamma = 0.6667, bulk line = -2058.8, baseline = -1372.5 nm^-2 (-13.725 A^-2), false drift = -686.3 nm^-2
film r = 3.00 nm: gamma = 0.5000, bulk line = -3088.1, baseline = -1544.1 nm^-2 (-15.441 A^-2), false drift = -1544.1 nm^-2
film r > t: baseline = -1544.1 nm^-2 (-15.441 A^-2)
film leak above Qmin: max = 3.67 nm^-2, bound = 8.74 nm^-2
lost diffuse part at r = 0.15 nm (S_diffuse = 0): at most 3.76 nm^-2
flake side 1000 nm: gamma lowered by 0.00173 at r = 3.0 nm
graded faces, width 0.2 nm: gamma(0) = 0.9248 instead of 1; loss 2w/(sqrt(pi) t) = 0.0752
graded faces at r = 1.0 nm: gamma = 0.8200, sharp = 0.8333
```
